# Shot noise and the channels of an oxide breakdown path: verification in Python

```python
# Result under test: for spin-degenerate channels of constant transmission T_n,
# zero-temperature shot noise has Fano factor F = S/(2 e I) = 1 - sum T_n^2 / sum T_n.
# With g = sum T_n = 1/2, one channel gives F = 0.5 and ten equal ones F = 0.95.
# S: one-sided noise power, I: current, g: conductance in units of 2e^2/h,
# V: bias. Atomic units have e = hbar = electron mass = 1.
from itertools import combinations, product
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize
from scipy.special import expit

rng = np.random.default_rng(7)
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
time_au = sc.hbar / (hartree_eV * sc.e)
G0 = 2 * sc.e**2 / sc.h


def fano(transmissions):
    t = np.asarray(transmissions, dtype=float)
    return 1 - np.sum(t**2) / np.sum(t)


one = np.array([0.5])
ten = np.full(10, 0.05)
F1, F10 = fano(one), fano(ten)


# --- Charge counting on a chain: two filled halves are joined at time zero.
# The junction has energy-independent transmission; hopping is 1.
def chain_counting(transmission, half=400, times=(80.0, 180.0)):
    hop = np.diag(np.ones(half - 1), 1)
    levels, orbitals = np.linalg.eigh(hop + hop.T)
    n_left = int(np.sum(levels < 1.0))
    n_right = int(np.sum(levels < -1.0))
    mu_left = 0.5 * (levels[n_left - 1] + levels[n_left])
    mu_right = 0.5 * (levels[n_right - 1] + levels[n_right])
    filled = np.zeros((2 * half, n_left + n_right))
    filled[:half, :n_left] = orbitals[:, :n_left]
    filled[half:, n_left:] = orbitals[:, :n_right]
    ham = np.zeros((2 * half, 2 * half))
    ham[:half, :half] = hop + hop.T
    ham[half:, half:] = hop + hop.T
    site = np.sqrt(1 - transmission)
    ham[half - 1, half - 1], ham[half, half] = site, -site
    ham[half - 1, half] = ham[half, half - 1] = np.sqrt(transmission)
    energy, modes = np.linalg.eigh(ham)
    start = modes.T @ filled
    means, variances = [], []
    for t in times:
        right = modes[half:] @ (np.exp(-1j * energy * t)[:, None] * start)
        overlap = right.conj().T @ right
        mean = np.trace(overlap).real
        means.append(mean)
        variances.append(mean - np.sum(np.abs(overlap)**2))
    d_mean = means[1] - means[0]
    d_var = variances[1] - variances[0]
    landauer = transmission * (mu_left - mu_right) / (2 * np.pi)
    return d_var / d_mean, d_mean / (times[1] - times[0]) / landauer


chain_F1, chain_I1 = chain_counting(0.5)
chain_F10, chain_I10 = chain_counting(0.05)
# finite counting time leaves logarithmic and transient terms below the percent level
assert abs(chain_F1 - F1) < 0.015 and abs(chain_F10 - F10) < 0.015
assert abs(chain_I1 - 1) < 0.02 and abs(chain_I10 - 1) < 0.02


# --- Mode mixing: explicit many-electron output probabilities.
def random_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(z)[0]


eigen_t = np.array([0.30, 0.10, 0.07, 0.03])
common = random_unitary(4)
t_mat = random_unitary(4) @ np.diag(np.sqrt(eigen_t)) @ common
r_mat = random_unitary(4) @ np.diag(np.sqrt(1 - eigen_t)) @ common
outgoing = np.vstack([r_mat, t_mat])
prob = np.zeros(5)
for rows in combinations(range(8), 4):
    crossed = sum(row >= 4 for row in rows)
    prob[crossed] += abs(np.linalg.det(outgoing[list(rows)]))**2
count = np.arange(5)
mix_mean = prob @ count
mix_var = prob @ count**2 - mix_mean**2
assert abs(prob.sum() - 1) < 1e-10
assert abs(mix_var / mix_mean - fano(eigen_t)) < 1e-10

# --- Bounds at g = 1/2.
for n in range(2, 13):
    for sample in 0.5 * rng.dirichlet(np.full(n, 0.5), size=300):
        assert 0.5 - 1e-12 <= fano(sample) <= 1 - 0.5 / n + 1e-12
best = minimize(lambda t: np.sum(t**2), 0.5 * rng.dirichlet(np.ones(9)),
                jac=lambda t: 2 * t, method="SLSQP", bounds=[(0, 1)] * 9,
                constraints={"type": "eq", "fun": lambda t: np.sum(t) - 0.5},
                options={"ftol": 1e-13, "maxiter": 300})
F9_max = fano(best.x)
assert best.success and abs(F9_max - (1 - 0.5 / 9)) < 1e-5
assert F9_max < F10

# --- Example inputs (rough typical or assumed values, HfO2 gate stack).
bias, use_bias = 0.020, 1.0             # V
cold, warm = 4.2, 300.0                 # K
thickness, side = 3.0, 100.0            # nm
mass, oxide_barrier, path_drop = 0.2, 1.5, 1.0   # electron masses, eV, eV
series_ohm, flicker = 500.0, 1e-6

current = 0.5 * G0 * bias
S1, S10 = 2 * sc.e * current * F1, 2 * sc.e * current * F10
S_unit = sc.e**2 / time_au
S1_au = 2 * bias / hartree_eV / np.pi * np.sum(one * (1 - one))
S10_au = 2 * bias / hartree_eV / np.pi * np.sum(ten * (1 - ten))
assert abs(S1_au * S_unit / S1 - 1) < 1e-7
assert abs(S10_au * S_unit / S10 - 1) < 1e-7


# --- Temperature: enumerate occupations of the two incoming packets.
def counted_noise_ratio(trans, volt, kT):
    e = np.linspace(-volt / 2 - 40 * kT, volt / 2 + 40 * kT, 40001)
    f_left = expit(-(e - volt / 2) / kT)
    f_right = expit(-(e + volt / 2) / kT)
    variance, average = np.zeros_like(e), np.zeros_like(e)
    for t in trans:
        first, second = np.zeros_like(e), np.zeros_like(e)
        for a, b in product((0, 1), repeat=2):
            weight = (f_left if a else 1 - f_left) * (f_right if b else 1 - f_right)
            first += weight * t * (a - b)
            second += weight * t * (a - b)**2
        variance += second - first**2
        average += first
    return trapezoid(variance, e) / trapezoid(average, e)


def thermal_ratio(F, volt, kT):
    x = volt / (2 * kT)
    return F / np.tanh(x) + (1 - F) / x


def excess_ratio(F, volt, kT):
    x = volt / (2 * kT)
    return F * (1 / np.tanh(x) - 1 / x)


kT_cold, kT_warm = sc.k * cold / sc.e, sc.k * warm / sc.e
thermal = {}
for name, kT in (("cold", kT_cold), ("warm", kT_warm)):
    for trans, F in ((one, F1), (ten, F10)):
        ratio = thermal_ratio(F, bias, kT)
        assert abs(counted_noise_ratio(trans, bias, kT) - ratio) < 1e-5
        # zero-bias noise from a tiny bias, rescaled to the same current
        tiny = bias * 1e-3
        zero_bias = counted_noise_ratio(trans, tiny, kT) * tiny / bias
        assert abs(ratio - zero_bias - excess_ratio(F, bias, kT)) < 1e-4
        thermal[name, len(trans)] = ratio


# --- Parabolic barrier: Schroedinger equation against the closed formula.
def parabola_numeric(eps, edge=12.0):
    def local(x):
        p = np.sqrt(x * x + 2 * eps)
        return p, x / p
    p, dp = local(edge)
    psi = 1 / np.sqrt(p) + 0j
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (edge, -edge), [psi, (1j * p - dp / (2 * p)) * psi],
                    method="DOP853", rtol=1e-9, atol=1e-11)
    p, dp = local(-edge)
    psi, slope = sol.y[:, -1]
    incoming = (slope + (1j * p + dp / (2 * p)) * psi) / (2j * p) * np.sqrt(p)
    return 1 / abs(incoming)**2


for eps in (0.0, -np.log(19) / (2 * np.pi), 0.3):
    assert abs(parabola_numeric(eps) - expit(2 * np.pi * eps)) < 1e-3

omega = 2 / (thickness / bohr_nm) * np.sqrt(2 * path_drop / hartree_eV / mass)
omega_eV = omega * hartree_eV
steep = 2 * np.pi / omega_eV


def barrier_window(trans_fermi, low, high):
    top = -np.log(trans_fermi / (1 - trans_fermi)) / steep

    def trans(e):
        return expit(steep * (e - top))
    charge = quad(trans, low, high)[0]
    noise = quad(lambda e: trans(e) * (1 - trans(e)), low, high)[0]
    assert abs(noise - (trans(high) - trans(low)) / steep) < 1e-8
    return charge / (high - low), noise / charge


small1 = barrier_window(0.5, -bias / 2, bias / 2)
small10 = barrier_window(0.05, -bias / 2, bias / 2)
side1 = barrier_window(0.5, 0, bias)
side10 = barrier_window(0.05, 0, bias)
large1 = barrier_window(0.5, -use_bias / 2, use_bias / 2)
large10 = barrier_window(0.05, -use_bias / 2, use_bias / 2)


# --- Ten narrow symmetric resonances centred in the bias window.
def resonance_integral(width, volt, power):
    a = width / 2
    return 2 * quad(lambda e: (a * a / (e * e + a * a))**power, 0, volt / 2,
                    epsabs=1e-13, limit=200)[0]


width = brentq(lambda w: resonance_integral(w, bias, 1) / bias - 0.05, 1e-5, 1e-2)
res_charge = resonance_integral(width, bias, 1)
res_F = 1 - resonance_integral(width, bias, 2) / res_charge
a, w = width / 2, bias / 2
assert abs(res_F - (0.5 - a * w / (2 * (w * w + a * a) * np.arctan(w / a)))) < 1e-7
res_g = 10 * res_charge / bias
res_half = resonance_integral(width, bias / 2, 1) / res_charge
assert abs(res_F - F1) < 0.03 and res_half > 0.9

# --- Lifted spin degeneracy: list each spin separately, half a unit per spin.
spin_list = np.array([1.0, 0.0])
spin_g, spin_F = spin_list.sum() / 2, fano(spin_list)

# --- Tunnelling through the intact gate area, summed over transverse momentum.
d_au = thickness / bohr_nm
area_au = (side / bohr_nm)**2
kappa = np.sqrt(2 * mass * oxide_barrier / hartree_eV)
transverse = quad(lambda k: 2 * k * np.exp(-2 * d_au * (np.sqrt(kappa**2 + k * k) - kappa)),
                  0, 3)[0] * np.exp(-2 * kappa * d_au)
closed = np.exp(-2 * kappa * d_au) * (kappa / d_au + 1 / (2 * d_au**2))
assert abs(transverse / closed - 1) < 1e-6
leak_g = area_au * transverse / (4 * np.pi)
leak_shift = (0.5 * F1 + leak_g) / (0.5 + leak_g) - F1

# --- Series resistance: solve the fluctuating circuit, then compare.
G = 0.5 * G0
response = np.linalg.solve([[1, -G], [series_ohm, 1]], [1, 0])[0]
assert abs(response - 1 / (1 + G * series_ohm)) < 1e-12
F1_series, F10_series = F1 * response**2, F10 * response**2
false_count = 0.5 * response / (1 - F10_series)

# --- Frequency above which flicker adds less than a tenth of the Fano gap.
flicker_freq = flicker * current / (2 * sc.e * 0.1 * (F10 - F1))

print(f"Bias {bias*1e3:.0f} mV; temperatures {cold:.1f} K and {warm:.0f} K")
print(f"Oxide thickness {thickness:.1f} nm; gate side {side:.0f} nm")
print(f"Tunnelling mass {mass:.2f} electron masses")
print(f"Intact barrier {oxide_barrier:.1f} eV; path drop {path_drop:.1f} eV")
print(f"Conductance quantum 2e^2/h: {G0*1e6:.3f} uS")
print(f"Path conductance: {G*1e6:.3f} uS = {0.5/np.pi:.5f} a.u.")
print(f"Path resistance: {1e-3/G:.3f} kohm")
print(f"Current: {current*1e6:.4f} uA")
print(f"Fano factor, one channel: {F1:.3f}")
print(f"Fano factor, ten channels: {F10:.3f}")
print(f"Noise, one channel: {S1:.4e} A^2/Hz = {S1_au:.4e} a.u.")
print(f"Noise, ten channels: {S10:.4e} A^2/Hz = {S10_au:.4e} a.u.")
print(f"Noise ratio ten/one: {S10/S1:.3f}")
print(f"Chain counting Fano, T=0.5: {chain_F1:.4f}")
print(f"Chain counting Fano, T=0.05: {chain_F10:.4f}")
print(f"Chain current / Landauer: {chain_I1:.4f}, {chain_I10:.4f}")
print(f"Mixed modes T = {eigen_t}: Fano {mix_var/mix_mean:.4f}")
print(f"Largest Fano for nine channels: {F9_max:.4f}")
print(f"Gap between nine and ten channels: {F10-F9_max:.4f}")
print(f"kT: {kT_cold:.3e} eV (cold), {kT_warm:.3e} eV (warm)")
print(f"x = eV/2kT: {bias/(2*kT_cold):.2f} (cold), {bias/(2*kT_warm):.4f} (warm)")
print(f"S/2eI at 4.2 K, one / ten: {thermal['cold',1]:.4f} / {thermal['cold',10]:.4f}")
print(f"S/2eI at 300 K, one / ten: {thermal['warm',1]:.4f} / {thermal['warm',10]:.4f}")
print(f"Excess S/2eI at 4.2 K, one / ten: {excess_ratio(F1,bias,kT_cold):.4f}"
      f" / {excess_ratio(F10,bias,kT_cold):.4f}")
print(f"Excess S/2eI at 300 K, one / ten: {excess_ratio(F1,bias,kT_warm):.4f}"
      f" / {excess_ratio(F10,bias,kT_warm):.4f}")
print(f"Path barrier hbar*omega: {omega_eV:.4f} eV")
print(f"Barrier, 20 mV centred, one: g {small1[0]:.4f}, F {small1[1]:.4f}")
print(f"Barrier, 20 mV centred, ten: g {10*small10[0]:.4f}, F {small10[1]:.4f}")
print(f"Barrier, 20 mV one-sided, one: g {side1[0]:.4f}, F {side1[1]:.4f}")
print(f"Barrier, 20 mV one-sided, ten: g {10*side10[0]:.4f}, F {side10[1]:.4f}")
print(f"Barrier, {use_bias:.0f} V centred, one: g {large1[0]:.4f}, F {large1[1]:.4f}")
print(f"Barrier, {use_bias:.0f} V centred, ten: g {10*large10[0]:.4f}, F {large10[1]:.4f}")
print(f"Ten resonances, full width each: {width:.3e} eV")
print(f"Ten resonances: g {res_g:.4f}, F {res_F:.4f}")
print(f"Resonances, current at half bias / full bias: {res_half:.4f}")
print(f"One open spin only: g {spin_g:.2f}, F {spin_F:.2f}")
print(f"Intact-oxide leakage g: {leak_g:.2e}; shift of F: {leak_shift:.2e}")
print(f"Series resistance: {series_ohm:.0f} ohm")
print(f"Apparent F with it, one / ten: {F1_series:.4f} / {F10_series:.4f}")
print(f"False channel count for ten channels: {false_count:.2f}")
print(f"Assumed flicker strength f*S/I^2: {flicker:.0e}")
print(f"Frequency needed against flicker: {flicker_freq*1e-6:.1f} MHz")
print(f"Quantum frequency eV/h: {bias*sc.e/sc.h*1e-12:.2f} THz")
print("finished without a failed check")
```

Output:

```
Bias 20 mV; temperatures 4.2 K and 300 K
Oxide thickness 3.0 nm; gate side 100 nm
Tunnelling mass 0.20 electron masses
Intact barrier 1.5 eV; path drop 1.0 eV
Conductance quantum 2e^2/h: 77.481 uS
Path conductance: 38.740 uS = 0.15915 a.u.
Path resistance: 25.813 kohm
Current: 0.7748 uA
Fano factor, one channel: 0.500
Fano factor, ten channels: 0.950
Noise, one channel: 1.2414e-25 A^2/Hz = 1.1698e-04 a.u.
Noise, ten channels: 2.3586e-25 A^2/Hz = 2.2226e-04 a.u.
Noise ratio ten/one: 1.900
Chain counting Fano, T=0.5: 0.5010
Chain counting Fano, T=0.05: 0.9501
Chain current / Landauer: 1.0000, 1.0000
Mixed modes T = [0.3  0.1  0.07 0.03]: Fano 0.7884
Largest Fano for nine channels: 0.9444
Gap between nine and ten channels: 0.0056
kT: 3.619e-04 eV (cold), 2.585e-02 eV (warm)
x = eV/2kT: 27.63 (cold), 0.3868 (warm)
S/2eI at 4.2 K, one / ten: 0.5181 / 0.9518
S/2eI at 300 K, one / ten: 2.6490 / 2.7065
Excess S/2eI at 4.2 K, one / ten: 0.4819 / 0.9156
Excess S/2eI at 300 K, one / ten: 0.0638 / 0.1213
Path barrier hbar*omega: 0.5819 eV
Barrier, 20 mV centred, one: g 0.5000, F 0.4995
Barrier, 20 mV centred, ten: g 0.5008, F 0.9497
Barrier, 20 mV one-sided, one: g 0.5269, F 0.4726
Barrier, 20 mV one-sided, ten: g 0.5548, F 0.9443
Barrier, 1 V centred, one: g 0.5000, F 0.1836
Barrier, 1 V centred, ten: g 2.3490, F 0.3630
Ten resonances, full width each: 6.501e-04 eV
Ten resonances: g 0.5000, F 0.4894
Resonances, current at half bias / full bias: 0.9789
One open spin only: g 0.50, F 0.00
Intact-oxide leakage g: 3.84e-05; shift of F: 3.84e-05
Series resistance: 500 ohm
Apparent F with it, one / ten: 0.4812 / 0.9142
False channel count for ten channels: 5.72
Assumed flicker strength f*S/I^2: 1e-06
Frequency needed against flicker: 53.7 MHz
Quantum frequency eV/h: 4.84 THz
finished without a failed check
```
